# The Velocity-Gradient Term in the Dirac Hamiltonian of Strained Graphene, part 1

(Sections cited here and not found follow in the second part.)

## Hermiticity and the lattice origin of the gradient term

An electron crosses a graphene sheet that is stretched more in some places than in others. Stretching a bond weakens the hopping along it, so the speed of the low-energy electrons varies from place to place and depends on direction. In uniform graphene these electrons obey a Dirac equation with a constant velocity. It is tempting to keep that equation and let the velocity become a function of position. The electron entering a slower region then shows what is wrong. Its wave packet becomes shorter, because the front slows down before the rear. If nothing makes the amplitude grow, the total probability falls, although no electron has been lost. The missing growth comes from a term containing the gradient of the velocity.

Consider one valley of graphene and a two-component wave function \(\psi=(\psi_A,\psi_B)\), whose components are the slowly varying amplitudes on the two sublattices. Repeated indices \(i,j,k\) are summed over \(x,y\), \(\partial_j=\partial/\partial r_j\), \(p_j=-i\hbar\partial_j\), and \(\sigma_x,\sigma_y\) are the Pauli matrices. The operator with the velocity simply made local is

\[
H_0=-i\hbar\,v_{ij}(\mathbf r)\,\sigma_i\,\partial_j .
\tag{1}
\]

The first index of \(v_{ij}\) refers to the Pauli matrix and the second to the direction of the derivative. The tensor is real, smooth and invertible. The inner product is \(\langle\phi,\psi\rangle=\int d^2r\,\phi^\dagger\psi\), with no weight function, which will be called the flat measure. Boundary terms are taken to vanish, either because the functions decay or because the system is periodic. A sheet with edges needs in addition a boundary condition that stops the current through the edge.

Hermiticity means \(\langle\phi,H\psi\rangle=\langle H\phi,\psi\rangle\) for all admissible \(\phi,\psi\). For \(H_0\) the two sides are

\[
\langle\phi,H_0\psi\rangle=-i\hbar\int d^2r\;v_{ij}\,\phi^\dagger\sigma_i\,\partial_j\psi ,
\]
\[
\langle H_0\phi,\psi\rangle=\int d^2r\,(-i\hbar v_{ij}\sigma_i\partial_j\phi)^\dagger\psi
=+i\hbar\int d^2r\;v_{ij}\,(\partial_j\phi)^\dagger\sigma_i\psi .
\]

The sign in the second line changes because \(-i\) is conjugated; \(v_{ij}\) is real and \(\sigma_i\) is Hermitian. Subtraction collects the derivative of a product, and one integration by parts moves the derivative onto the velocity:

\[
\begin{aligned}
\langle\phi,H_0\psi\rangle-\langle H_0\phi,\psi\rangle
&=-i\hbar\int d^2r\;v_{ij}\,\partial_j(\phi^\dagger\sigma_i\psi)\\
&=i\hbar\int d^2r\;(\partial_jv_{ij})\,\phi^\dagger\sigma_i\psi .
\end{aligned}
\tag{2}
\]

This vanishes for all \(\phi,\psi\) only if \(\partial_jv_{ij}=0\) for both values of \(i\). A velocity that varies but satisfies these two conditions needs no correction. Any other velocity does.

Let the correction be a matrix \(M(\mathbf r)\) without derivatives, so that the velocity itself is left unchanged. By (2), the operator \(H_0+M\) is Hermitian when

\[
\int d^2r\;\phi^\dagger\left[\,i\hbar(\partial_jv_{ij})\sigma_i+M-M^\dagger\right]\psi=0
\]

for all \(\phi,\psi\), so the bracket must vanish at each point. Half of \(M-M^\dagger\) is the anti-Hermitian part of \(M\). Therefore

\[
M=-\frac{i\hbar}{2}(\partial_jv_{ij})\,\sigma_i+W,\qquad W=W^\dagger .
\tag{3}
\]

Hermiticity fixes the first term completely and says nothing about \(W\), which may contain a scalar potential, a vector potential or a mass. Those have to come from the microscopic model. The sum of (1) and the first term of (3) is a symmetrized product, since

\[
\tfrac12\{v_{ij},p_j\}\psi=-\frac{i\hbar}{2}\left[v_{ij}\partial_j\psi+\partial_j(v_{ij}\psi)\right]
=-i\hbar\left[v_{ij}\partial_j+\tfrac12(\partial_jv_{ij})\right]\psi ,
\tag{4}
\]

and hence \(H=\tfrac12\sigma_i\{v_{ij},p_j\}+W\).

The factor one half can be tested by giving the gradient term a free coefficient, \(-i\hbar s(\partial_jv_{ij})\sigma_i\). Its contribution to \(M-M^\dagger\) is twice itself, so the right side of (2) is multiplied by \(1-2s\). For one choice of random smooth periodic functions, in units with \(\hbar=1\), quadrature of the left side of (2) gave a mismatch of magnitude 45.1366 at \(s=0\), and the right side gave the same number. At \(s=\tfrac12\) the mismatch fell to \(10^{-14}\). At \(s=1\) its magnitude returned to 45.1366, as \(|1-2s|=1\) requires.

The same coefficient decides whether probability is conserved. From \(i\hbar\,\partial_t\psi=H\psi\),

\[
\partial_t\psi=-v_{ij}\sigma_i\partial_j\psi-s(\partial_jv_{ij})\sigma_i\psi-\frac{i}{\hbar}W\psi .
\]

In \(\partial_t(\psi^\dagger\psi)=(\partial_t\psi)^\dagger\psi+\psi^\dagger\partial_t\psi\) the \(W\) terms cancel because \(W\) is Hermitian, while the gradient term appears twice:

\[
\begin{aligned}
\partial_t(\psi^\dagger\psi)&=-v_{ij}\partial_j(\psi^\dagger\sigma_i\psi)-2s(\partial_jv_{ij})\psi^\dagger\sigma_i\psi\\
&=-\partial_jJ_j+(1-2s)(\partial_jv_{ij})\psi^\dagger\sigma_i\psi,
\qquad J_j=v_{ij}\psi^\dagger\sigma_i\psi .
\end{aligned}
\tag{5}
\]

With \(s=\tfrac12\) this is a continuity equation. With \(s=0\) the last term creates or destroys probability wherever \((\partial_jv_{ij})\psi^\dagger\sigma_i\psi\) is not zero.

Whether Hermiticity requires the gradient term depends on the measure. Suppose the inner product carried a positive weight \(\rho(\mathbf r)\). The calculation leading to (2) would then contain \(\rho v_{ij}\) in place of \(v_{ij}\), and \(H_0\) would be Hermitian if \(\partial_j(\rho v_{ij})=0\). Dividing by \(\rho\) gives \(v_{ij}\partial_j\ln\rho=-\partial_jv_{ij}\), and multiplication by the inverse tensor gives

\[
\partial_k\ln\rho=-(v^{-1})_{ki}\,\partial_jv_{ij}.
\tag{6}
\]

A weight exists only if the right side is a gradient, and on a periodic system \(\rho\) must also be periodic. A diagonal tensor that depends on \(x\) alone satisfies this: the right side of (6) is \((-v_{xx}'/v_{xx},\,0)\), so \(\rho\propto1/v_{xx}\). In that case

\[
v_{xx}^{1/2}\,\tfrac12\{v_{xx},p_x\}\,v_{xx}^{-1/2}
=-i\hbar\,v_{xx}^{1/2}\left[v_{xx}^{1/2}\partial_x-\tfrac12v_{xx}^{-1/2}v_{xx}'+\tfrac12v_{xx}^{-1/2}v_{xx}'\right]
=v_{xx}p_x ,
\]

and the \(y\) part of the Hamiltonian commutes with a function of \(x\). The operator without the gradient term, called naive from here on, is then related to the Hermitian one by a similarity transformation. It has the right energies, but its eigenfunctions are too large by the factor \(v_{xx}^{1/2}\). As a test, take \(\hbar=1\), \(v_{xx}=1+0.3\cos x\), \(v_{yy}=1-0.2\cos x\) and transverse wave number 0.7. The eight levels of smallest magnitude agree between the two operators to about \(10^{-14}\). In such a geometry a comparison of energies cannot reveal the missing term, whereas a comparison of densities can.

Hermiticity thus dictates the term, and the lattice should supply it. Label each atom by its position in the unstrained crystal, which defines the material coordinates. An \(A\) atom at \(\mathbf R\) has three \(B\) neighbours at \(\mathbf R+\boldsymbol\delta_n\), with

\[
\boldsymbol\delta_1=a(0,1),\qquad
\boldsymbol\delta_{2,3}=a\left(\pm\tfrac{\sqrt3}{2},-\tfrac12\right),
\]

where \(a\) is the unstrained bond length. Strain enters through the hoppings. Each bond has one real hopping, used in both directions, and it is assigned to the bond midpoint as the value of a smooth function \(t_n\). Write the atomic amplitudes as \(e^{i\mathbf K\cdot\mathbf r}\) times \(\psi_A\) or \(\psi_B\), with the valley vector \(\mathbf K=(4\pi/(3\sqrt3a),0)\). The nearest-neighbour equation for an \(A\) atom then contains

\[
H_{AB}\psi_B(\mathbf r)=-\sum_n e^{i\mathbf K\cdot\boldsymbol\delta_n}\,
t_n(\mathbf r+\tfrac12\boldsymbol\delta_n)\,\psi_B(\mathbf r+\boldsymbol\delta_n).
\tag{7}
\]

The operator \(e^{\boldsymbol\delta\cdot\nabla/2}\) shifts the argument of a function by \(\boldsymbol\delta/2\), so (7) is

\[
H_{AB}=-\sum_ne^{i\mathbf K\cdot\boldsymbol\delta_n}\,
e^{\boldsymbol\delta_n\cdot\nabla/2}\,t_n(\mathbf r)\,e^{\boldsymbol\delta_n\cdot\nabla/2}.
\]

For a \(B\) atom the bonds run backwards, which reverses each \(\boldsymbol\delta_n\). The resulting \(H_{BA}\) is the adjoint of \(H_{AB}\), because the adjoint of a shift is the opposite shift. This holds separately at each order in \(\boldsymbol\delta_n\), so cutting the expansion at first order keeps the Hamiltonian Hermitian.

The expansion needs a suitable centre. In a uniformly strained crystal a plane wave \(e^{i\mathbf q\cdot\mathbf r}\) turns (7) into the number

\[
h(\mathbf r,\mathbf q)=-\sum_nt_n(\mathbf r)\,e^{i(\mathbf K+\mathbf q)\cdot\boldsymbol\delta_n},
\]

where \(\mathbf r\) now labels the local strain. The local Dirac point \(\mathbf q_D(\mathbf r)\) is defined by \(h(\mathbf r,\mathbf q_D)=0\). It exists if the three hoppings can form the sides of a triangle. Strain moves it away from \(\mathbf q=0\), and low-energy waves have wave vectors near \(\mathbf q_D\). The relevant velocity is therefore given by

\[
w_j(\mathbf r)=\left.\frac{\partial h}{\partial q_j}\right|_{\mathbf q_D(\mathbf r)}
=\hbar(v_{xj}-iv_{yj}).
\tag{8}
\]

The second equality identifies \(w_j\) with the upper right element of \(\hbar v_{ij}\sigma_i\). Without strain the phases \(\mathbf K\cdot\boldsymbol\delta_n\) are \(0,\pm2\pi/3\), which gives \(w_x=\tfrac32ta\) and \(w_y=-\tfrac32ita\), that is, the isotropic velocity \(3ta/(2\hbar)\).

To find the action of (7) at a chosen point \(\mathbf r_0\), remove the fast local phase by writing \(\psi_B=e^{iS}\chi\). Here \(S\) is a quadratic function with

\[
\partial_jS=q_{Dj},\qquad
\partial_j\partial_kS=\tfrac12(\partial_jq_{Dk}+\partial_kq_{Dj})\qquad\text{at }\mathbf r_0 .
\]

A quadratic function obeys \(S(\mathbf r_0+\boldsymbol\delta)-S(\mathbf r_0)=\boldsymbol\delta\cdot\nabla S(\mathbf r_0+\tfrac12\boldsymbol\delta)\). The phase gained along a bond is thus also fixed at its midpoint. With \(F_n(\mathbf r)=t_n(\mathbf r)e^{i[\mathbf K+\nabla S(\mathbf r)]\cdot\boldsymbol\delta_n}\),

\[
\begin{aligned}
e^{-iS}H_{AB}\psi_B&=-\sum_nF_n(\mathbf r_0+\tfrac12\boldsymbol\delta_n)\,\chi(\mathbf r_0+\boldsymbol\delta_n)\\
&\simeq-\sum_n\left[F_n\chi+F_n\,\boldsymbol\delta_n\cdot\nabla\chi+\tfrac12(\boldsymbol\delta_n\cdot\nabla F_n)\chi\right].
\end{aligned}
\tag{9}
\]

The first sum vanishes at \(\mathbf r_0\) by the definition of the Dirac point. The factor one half in the last term is there because the hopping sits half a bond away while the neighbour sits a full bond away. Define \(w^S_j=-i\sum_nF_n\delta_{nj}\), which is \(\partial h/\partial q_j\) taken at \(\mathbf q=\nabla S(\mathbf r)\). Then \(-\sum_nF_n\delta_{nj}=-iw^S_j\), and (9) becomes \(-i[w^S_j\partial_j+\tfrac12(\partial_jw^S_j)]\chi\).

At \(\mathbf r_0\) the quantities \(w^S_j\) and \(w_j\) coincide. Their divergences differ by

\[
\frac{\partial^2h}{\partial q_j\partial q_k}\left(\partial_j\partial_kS-\partial_jq_{Dk}\right)=0 ,
\]

because the bracket is antisymmetric in \(j,k\) and the second derivative is symmetric. Finally, \(-i\partial_j\chi=e^{-iS}(-i\partial_j-q_{Dj})\psi_B\) at \(\mathbf r_0\). Since \(\mathbf r_0\) was arbitrary,

\[
H_{AB}=w_j(-i\partial_j-q_{Dj})-\tfrac i2(\partial_jw_j),
\]
\[
H=\sigma_i\left[v_{ij}(p_j-\hbar q_{Dj})-\frac{i\hbar}{2}\,\partial_jv_{ij}\right].
\tag{10}
\]

The lattice supplies the term demanded by (3), together with a Hermitian part \(W=-\hbar v_{ij}q_{Dj}\sigma_i\), the pseudovector potential of strain.

Equation (10) is the leading order in \(a\) times the gradients of \(\chi\) and of the strain, while the strain itself may be finite. This presumes that \(\chi\) varies as slowly as the strain. If \(\mathbf q_D\) has a curl, which acts as a pseudomagnetic field, no single slowly varying \(\chi\) serves the whole sheet. The wave function then varies over the magnetic length, \(|\partial_xq_{Dy}-\partial_yq_{Dx}|^{-1/2}\), and the neglected curvature of the band contributes at the same order in \(a\) as the gradient term. Hermiticity still requires the gradient term, but a calculation to that accuracy must include the curvature as well. Equation (10) was tested, for a \(\mathbf q_D\) that is a gradient, on a two-dimensional lattice whose three hoppings vary by finite amounts. With lengths in units of the scale of the strain pattern, the difference between (7) and the continuum form, divided by \(a\), was 0.0189, 0.0095 and 0.0047 for \(a=0.02\), 0.01 and 0.005. It halves with \(a\), as a second-order remainder must. Without the gradient term the difference stayed near 0.67.

Hermiticity in the flat measure fixes the gradient term, and the nearest-neighbour lattice supplies it, together with the pseudovector potential of strain. It remains to see how the equation behaves under changes of sublattice phase and coordinates, how the naive operator can produce complex energies, and what the term does in a strain superlattice.
